**Stokes-Einstein-Debye time of a dipolar sphere**

The program tests $\tau_1=4\pi\eta a^3/(k_BT)$, where $a$ is the sphere radius, $\eta$ the viscosity, $T$ the temperature and $\tau_1$ the decay time of the mean dipole direction. It asserts the drag $8\pi\eta a^3$ by integrating the surface stress, and the effect of slip by solving the radial flow equation. Random rotations in three dimensions and the eigenvalues of the diffusion operator test the first- and second-rank decay. The steady state in a field tests the Einstein relation, and the response to a weak alternating field tests the position of the loss peak. Further assertions cover fixed-angle jumps, dielectric friction and a fixed-axis estimate of inertia. For $a=0.25$ nm, $\eta=1$ mPa s and $T=300$ K the model gives $\tau_1=47.4$ ps, a second-rank time of 15.8 ps and a loss peak at 3.36 GHz. A trial slip length of 0.1 nm lowers $\tau_1$ to 21.5 ps, the largest change among the cases computed.

## Check in Python

```python
"""
Result under test: the first-rank (dipole) relaxation time of a sphere
with stick boundary conditions in a viscous liquid is
    tau1 = 4 pi eta a^3 / (kB T),
which is near 47 ps for a = 0.25 nm, eta = 1 mPa s, T = 300 K.
Symbols: a radius, eta viscosity, T temperature, zeta rotational drag,
D rotational diffusion coefficient, tau1 and tau2 relaxation times of
the first and second Legendre polynomials of the dipole direction.
Solute and solvent data other than a, eta, T are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_bvp
from scipy.optimize import minimize_scalar
from scipy.special import eval_legendre

# Inputs in SI units
a = 0.25e-9
eta = 1.0e-3
T = 300.0
mass = 58 * const.atomic_mass
dipole = 3.0 * 1e-21 / const.c
eps_static, eps_high, tau_solvent = 78.0, 5.0, 8e-12
density = 1000.0
slip_length = 0.1e-9
eta_water = 0.85e-3

# Derived formulas
kT = const.k * T
volume = 4 * np.pi * a**3 / 3
zeta = 8 * np.pi * eta * a**3
D = kT / zeta
tau1 = 4 * np.pi * eta * a**3 / kT
tau2 = tau1 / 3
peak_frequency = 1 / (2 * np.pi * tau1)

# Flow around a unit sphere turning at unit rate in a liquid of unit viscosity
x, y, z = sp.symbols("x y z", real=True)
coords = (x, y, z)
r = sp.sqrt(x**2 + y**2 + z**2)
flow = (-y / r**3, x / r**3, sp.Integer(0))
assert sp.simplify(sum(sp.diff(u, c) for u, c in zip(flow, coords))) == 0
for u in flow:
    assert sp.simplify(sum(sp.diff(u, c, 2) for c in coords)) == 0

# Torque from the full stress tensor, integrated over the surface
stress = [[sp.diff(flow[i], coords[j]) + sp.diff(flow[j], coords[i])
           for j in range(3)] for i in range(3)]
traction = [sum(stress[i][j] * coords[j] for j in range(3)) for i in range(3)]
moment = sp.lambdify(coords, x * traction[1] - y * traction[0], "numpy")
nodes, weights = np.polynomial.legendre.leggauss(12)
azimuth = 2 * np.pi * np.arange(24) / 24
unit_torque = 0.0
for node, weight in zip(nodes, weights):
    s = np.sqrt(1 - node**2)
    values = moment(s * np.cos(azimuth), s * np.sin(azimuth), node)
    unit_torque += weight * 2 * np.pi * np.mean(values)
drag_from_stress = -unit_torque * eta * a**3
assert abs(drag_from_stress / zeta - 1) < 1e-10


# Radial flow equation with slip, in the variable log(r/a)
def drag_ratio_numeric(b):
    grid = np.linspace(0, np.log(60.0), 200)
    guess = np.vstack((np.exp(-2 * grid), -2 * np.exp(-2 * grid)))
    solution = solve_bvp(
        lambda s, v: np.vstack((v[1], -v[1] + 2 * v[0])),
        lambda left, right: np.array(
            [left[0] - 1 - b * (left[1] - left[0]), right[0]]),
        grid, guess, tol=1e-7, max_nodes=20000)
    assert solution.success
    return (solution.y[0, 0] - solution.y[1, 0]) / 3


slip_factor = 1 / (1 + 3 * slip_length / a)
# The outer wall at 60 radii changes the drag by a few parts in a million
assert abs(drag_ratio_numeric(0.0) - 1) < 1e-4
assert abs(drag_ratio_numeric(slip_length / a) - slip_factor) < 1e-4

# Random small rotations in three dimensions, followed for one time tau1
rng = np.random.default_rng(7)
walkers, steps = 40000, 100
dt = tau1 / steps
direction = np.tile([0.0, 0.0, 1.0], (walkers, 1))
for _ in range(steps):
    turn = rng.normal(0, np.sqrt(2 * D * dt), (walkers, 3))
    angle = np.linalg.norm(turn, axis=1)[:, None]
    axis = turn / angle
    along = np.sum(axis * direction, axis=1)[:, None]
    direction = (direction * np.cos(angle)
                 + np.cross(axis, direction) * np.sin(angle)
                 + axis * along * (1 - np.cos(angle)))
walk_p1 = np.mean(direction[:, 2])
walk_p2 = np.mean(eval_legendre(2, direction[:, 2]))
# Tolerances are several statistical standard errors
assert abs(walk_p1 - np.exp(-tau1 / tau1)) < 0.015
assert abs(walk_p2 - np.exp(-tau1 / tau2)) < 0.012

# Drift-diffusion operator on a grid of u = cos(theta), conserving probability
cells = 300
h = 2 / cells
centres = -1 + h * (np.arange(cells) + 0.5)


def generator(diffusion, drift):
    matrix = np.zeros((cells, cells))
    for i in range(cells - 1):
        face = -1 + h * (i + 1)
        g = 1 - face**2
        from_left = g * (diffusion / h + drift / 2) / h
        from_right = g * (-diffusion / h + drift / 2) / h
        matrix[i, i] -= from_left
        matrix[i, i + 1] -= from_right
        matrix[i + 1, i] += from_left
        matrix[i + 1, i + 1] += from_right
    return matrix


free = generator(1.0, 0.0)
rates = np.sort(-np.linalg.eigvalsh(free))
assert abs(rates[0]) < 1e-7
assert abs(rates[1] - 2) < 1e-3 and abs(rates[2] - 6) < 1e-2


def steady_mean(diffusion, drift):
    matrix = generator(diffusion, drift)
    matrix[0, :] = h
    right = np.zeros(cells)
    right[0] = 1
    return h * np.sum(centres * np.linalg.solve(matrix, right))


# Thermal equilibrium is reached only with diffusion equal to kT / drag
field_ratio = 2.0
langevin = 1 / np.tanh(field_ratio) - 1 / field_ratio
einstein_diffusion = D * zeta / kT
assert abs(steady_mean(einstein_diffusion, field_ratio) - langevin) < 1e-3
assert abs(steady_mean(2 * einstein_diffusion, field_ratio) - langevin) > 0.1

# Weak alternating field: response and position of the loss peak
source = generator(0.0, 1.0) @ np.full(cells, 0.5)


def response(omega):
    change = np.linalg.solve(-1j * omega * np.eye(cells) - free, source)
    return h * np.sum(centres * change)


for omega in (0.5, 2.0, 7.0):
    assert abs(response(omega) - (1 / 3) / (1 - 1j * omega / 2)) < 1e-3
peak = minimize_scalar(lambda w: -response(w).imag, bounds=(0.5, 6),
                       method="bounded", options={"xatol": 1e-5})
numeric_peak_frequency = peak.x * D / (2 * np.pi)
assert abs(numeric_peak_frequency / peak_frequency - 1) < 1e-3

# Jumps through a fixed angle: average each polynomial over the cone
jump = np.pi / 3
start = 0.4
phi = 2 * np.pi * np.arange(64) / 64
after = (np.cos(start) * np.cos(jump)
         + np.sin(start) * np.sin(jump) * np.cos(phi))
kept = [np.mean(eval_legendre(l, after)) / eval_legendre(l, np.cos(start))
        for l in (1, 2)]
jump_ratio = 3 * (1 + np.cos(jump)) / 2
assert abs((1 - kept[1]) / (1 - kept[0]) - jump_ratio) < 1e-10

# Dielectric friction: formula against the lagging field of a cavity dipole
coupling = dipole**2 / (4 * np.pi * const.epsilon_0 * a**3)
zeta_dielectric = (coupling * 6 * (eps_static - eps_high) * tau_solvent
                   / (2 * eps_static + 1)**2)
turn_rate = 1e8
eps = eps_high + (eps_static - eps_high) / (1 - 1j * turn_rate * tau_solvent)
# Unknowns: reaction field inside and effective dipole seen outside
reaction, outside = np.linalg.solve(
    np.array([[1, 1], [1, -2 * eps]], dtype=complex),
    np.array([1, -2], dtype=complex))
lag_drag = coupling * reaction.imag / turn_rate
assert abs(lag_drag / zeta_dielectric - 1) < 1e-3
tau_dielectric = zeta_dielectric / (2 * kT)

# Inertia: correlation time of the solvable fixed-axis rotor
inertia = 0.4 * mass * a**2
memory_time = inertia / zeta
gamma = D * memory_time


def rotor_correlation(s):
    return np.exp(-s + gamma * (1 - np.exp(-s / gamma)))


early = quad(rotor_correlation, 0, 50 * gamma, epsabs=1e-13)[0]
late = quad(rotor_correlation, 50 * gamma, 50, epsabs=1e-12, limit=200)[0]
inertia_change = early + late - 1
assert abs(inertia_change / gamma - 1) < 0.01
spin_up_time = density * a**2 / eta

# The stated result
assert abs(3 * eta * volume / kT / tau1 - 1) < 1e-12
assert abs(drag_from_stress / (rates[1] * kT) / tau1 - 1) < 1e-3
assert 46.5e-12 < tau1 < 48e-12


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("radius a", a * 1e9, "nm")
show("viscosity eta", eta * 1e3, "mPa s")
show("temperature T", T, "K")
show("radius cubed", a**3, "m^3", 5)
show("sphere volume", volume * 1e27, "nm^3")
show("thermal energy kT", kT, "J")
show("rotational drag, formula", zeta, "J s")
show("rotational drag, integrated stress", drag_from_stress, "J s")
show("rotational diffusion coefficient", D, "1/s")
show("dipole time tau1", tau1 * 1e12, "ps")
show("second-rank time tau2", tau2 * 1e12, "ps")
show("loss-peak frequency, formula", peak_frequency / 1e9, "GHz")
show("loss-peak frequency, numerical", numeric_peak_frequency / 1e9, "GHz")
show("lowest nonzero decay rate / D", rates[1])
show("next decay rate / D", rates[2])
show("random walk, mean cosine at tau1", walk_p1, "", 3)
show("exp(-1)", np.exp(-1), "", 3)
show("random walk, mean P2 at tau1", walk_p2, "", 2)
show("exp(-3)", np.exp(-3), "", 2)
show("jump angle", np.degrees(jump), "degrees")
show("tau1/tau2 for these jumps", jump_ratio)
show("trial slip length", slip_length * 1e9, "nm")
show("drag factor with slip", slip_factor, "", 3)
show("tau1 with slip", tau1 * slip_factor * 1e12, "ps", 3)
show("tau1 for radius 10% smaller", tau1 * 0.9**3 * 1e12, "ps", 3)
show("tau1 for radius 10% larger", tau1 * 1.1**3 * 1e12, "ps", 3)
show("rough water viscosity", eta_water * 1e3, "mPa s", 2)
show("tau1 at that viscosity", tau1 * eta_water / eta * 1e12, "ps", 2)
show("rough solute dipole", dipole * const.c / 1e-21, "D", 2)
show("rough solvent static permittivity", eps_static, "", 2)
show("rough solvent high-frequency permittivity", eps_high, "", 2)
show("rough solvent relaxation time", tau_solvent * 1e12, "ps", 2)
show("dielectric friction / viscous drag", 100 * zeta_dielectric / zeta, "%", 2)
show("time added by dielectric friction", tau_dielectric * 1e12, "ps", 2)
show("rough solute mass", mass / const.atomic_mass, "u", 2)
show("angular-velocity memory time", memory_time * 1e15, "fs", 2)
show("inertial change, fixed-axis estimate", 100 * inertia_change, "%", 2)
show("rough liquid density", density, "kg/m^3")
show("liquid spin-up time", spin_up_time * 1e15, "fs", 2)
show("spin-up time / tau1", 100 * spin_up_time / tau1, "%", 2)
print("every check passed")
```

It prints:

```
radius a: 0.25 nm
viscosity eta: 1 mPa s
temperature T: 300 K
radius cubed: 1.5625e-29 m^3
sphere volume: 0.06545 nm^3
thermal energy kT: 4.142e-21 J
rotational drag, formula: 3.927e-31 J s
rotational drag, integrated stress: 3.927e-31 J s
rotational diffusion coefficient: 1.055e+10 1/s
dipole time tau1: 47.41 ps
second-rank time tau2: 15.8 ps
loss-peak frequency, formula: 3.357 GHz
loss-peak frequency, numerical: 3.357 GHz
lowest nonzero decay rate / D: 2
next decay rate / D: 6
random walk, mean cosine at tau1: 0.369
exp(-1): 0.368
random walk, mean P2 at tau1: 0.048
exp(-3): 0.05
jump angle: 60 degrees
tau1/tau2 for these jumps: 2.25
trial slip length: 0.1 nm
drag factor with slip: 0.455
tau1 with slip: 21.5 ps
tau1 for radius 10% smaller: 34.6 ps
tau1 for radius 10% larger: 63.1 ps
rough water viscosity: 0.85 mPa s
tau1 at that viscosity: 40 ps
rough solute dipole: 3 D
rough solvent static permittivity: 78
rough solvent high-frequency permittivity: 5
rough solvent relaxation time: 8 ps
dielectric friction / viscous drag: 2.1 %
time added by dielectric friction: 0.99 ps
rough solute mass: 58 u
angular-velocity memory time: 6.1 fs
inertial change, fixed-axis estimate: 0.0065 %
rough liquid density: 1000 kg/m^3
liquid spin-up time: 62 fs
spin-up time / tau1: 0.13 %
every check passed
```
